# Why a nondegenerate band is stationary at K in threefold monolayers

**Q.** I model the electrons in a single-layer MoS2 channel as particles with a mass, sitting at the corner K of the Brillouin zone. That presumes the band has no slope at K. I used to justify this by time reversal, but time reversal sends K to −K, which is another valley. What does it really say about the slope?

**A.** It relates two slopes and fixes neither. Reversing time reverses the wavevector and the spin, so the energies obey

$$E_s(\mathbf k)=E_{-s}(-\mathbf k).$$

Put $\mathbf k=\mathbf K+\mathbf q$ and expand both sides to first order in the small vector $\mathbf q$. With $\mathbf g=\nabla_{\mathbf k}E$,

$$E_s(\mathbf K)+\mathbf g_s(\mathbf K)\cdot\mathbf q=E_{-s}(-\mathbf K)-\mathbf g_{-s}(-\mathbf K)\cdot\mathbf q .$$

The constants agree, and $\mathbf q$ is arbitrary, so $\mathbf g_s(\mathbf K)=-\mathbf g_{-s}(-\mathbf K)$. A steep band at K is allowed, provided its partner at −K is equally steep the other way.

The argument you remember works where $\mathbf k$ and $-\mathbf k$ are the same point up to a reciprocal lattice vector. Take lattice vectors $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$. A vector $\mathbf G$ is reciprocal if $\mathbf G\cdot\mathbf a_1$ and $\mathbf G\cdot\mathbf a_2$ are multiples of $2\pi$. For the edge midpoint $\mathbf M=(0,2\pi/\sqrt3a)$ these products for $2\mathbf M$ are 0 and $2\pi$. Thus $-\mathbf M$ is equivalent to $\mathbf M$, and a spinless nondegenerate band has $\mathbf g=-\mathbf g=0$ there. For $\mathbf K=(4\pi/3a,0)$, however, $2\mathbf K\cdot\mathbf a_1=8\pi/3$, which is not a multiple of $2\pi$.

**Q.** Then which symmetry brings K back to itself?

**A.** Rotation by 120° about the normal to the layer. Call it $R$ when it acts on plane vectors and $C$ when it acts on states, including their spin. If $\psi$ has wavevector $\mathbf k$, a translation by a lattice vector $\mathbf T$ multiplies it by $e^{i\mathbf k\cdot\mathbf T}$. For the rotated state the factor is

$$e^{i\mathbf k\cdot R^{-1}\mathbf T}=e^{i(R\mathbf k)\cdot\mathbf T},$$

because a rotation preserves scalar products. So $C\psi$ has wavevector $R\mathbf k$. If the Hamiltonian is unchanged by the rotation, $C\psi$ also has the same energy, and $E(R\mathbf k)=E(\mathbf k)$.

Now rotate K:

$$R\mathbf K-\mathbf K=\frac{4\pi}{3a}\left(-\frac32,\frac{\sqrt3}{2}\right)=\left(-\frac{2\pi}{a},\frac{2\pi}{\sqrt3a}\right)\equiv\mathbf G .$$

Its products with $\mathbf a_1$ and $\mathbf a_2$ are $-2\pi$ and $-\pi+\pi=0$, so $\mathbf G$ is a reciprocal lattice vector. Energies repeat under $\mathbf G$, hence

$$E(\mathbf K+\mathbf q)=E(R\mathbf K+R\mathbf q)=E(\mathbf K+\mathbf G+R\mathbf q)=E(\mathbf K+R\mathbf q).$$

The rotation permutes three corners of the drawn hexagon, but they are one and the same crystal wavevector. The valley at −K takes no part.

**Q.** How does that remove the slope?

**A.** Suppose the band has a gradient $\mathbf g$ at K. The linear terms of the last relation give $\mathbf g\cdot\mathbf q=\mathbf g\cdot R\mathbf q=(R^{-1}\mathbf g)\cdot\mathbf q$ for every $\mathbf q$. Therefore $\mathbf g=R^{-1}\mathbf g$, or $(1-R)\mathbf g=0$. With $\cos120^\circ=-\tfrac12$ and $\sin120^\circ=\tfrac{\sqrt3}{2}$,

$$\det(1-R)=\left(\tfrac32\right)^2+\left(\tfrac{\sqrt3}{2}\right)^2=3 .$$

The determinant is not zero, so $\mathbf g=0$. In pictures, a slope is an arrow in the plane, and no arrow of nonzero length looks the same after a turn of 120°.

**Q.** Where did you use that the band is nondegenerate?

**A.** In the word "gradient". For hoppings of finite range, the energies are roots of a characteristic polynomial $P(E,\mathbf k)$ that is smooth in $\mathbf k$. At a simple root $\partial P/\partial E\neq0$, and the implicit function theorem gives a smooth $E(\mathbf k)$. At a double root $\partial P/\partial E=0$, and this guarantee is lost.

The states show what can happen instead. A nondegenerate state at K must return to itself under rotation up to a phase, $C\psi=\eta\psi$. The velocity operator is a vector, $C^\dagger\mathbf vC=R\mathbf v$, so

$$\langle\psi|\mathbf v|\psi\rangle=\langle C\psi|\mathbf v|C\psi\rangle=R\langle\psi|\mathbf v|\psi\rangle=0 .$$

Since $\nabla E=\hbar\langle\mathbf v\rangle$, this is the same result.

Now let two states with different phases $\eta_1,\eta_2$ meet at energy $E_0$. Define $v_\pm=v_x\pm iv_y$, $q_\pm=q_x\pm iq_y$ and $\omega=e^{2\pi i/3}$. Rotation gives $C^\dagger v_\pm C=\omega^{\pm1}v_\pm$, hence

$$\eta_1^*\eta_2\langle1|v_\pm|2\rangle=\omega^{\pm1}\langle1|v_\pm|2\rangle .$$

Three rotations make a full turn, which has the same effect on both states, so $\eta_1^*\eta_2$ is a cube root of one. As it differs from 1, it equals $\omega$ or $\omega^{-1}$. One of $v_+,v_-$ may then connect the states, and the other may not. The first-order perturbation is

$$\hbar\mathbf q\cdot\mathbf v=\tfrac{\hbar}{2}(q_-v_++q_+v_-).$$

Its diagonal elements vanish, as before. Its off-diagonal element has magnitude $\alpha|\mathbf q|$, with $\alpha=\tfrac{\hbar}{2}|\langle1|v_\pm|2\rangle|$ for the permitted sign. A two-by-two matrix with zero diagonal and this element has eigenvalues $\pm\alpha|\mathbf q|$, so

$$E=E_0\pm\alpha|\mathbf q| .$$

This cone respects the rotation perfectly, yet for $\alpha\ne0$ it has no gradient at its tip. Degeneracy permits a cone but does not demand one: if $\eta_1=\eta_2$, the linear terms vanish.

**Q.** Could some hidden use of time reversal still be doing the work?

**A.** One can separate the two symmetries. I took spinless models with three orbitals per site, levels near −6, 0 and 6, and random hoppings to the first and second neighbour shells. The lattice constant is 1 and the energy unit is arbitrary. Twenty models had the threefold rotation but complex hoppings that break time reversal. Twenty had real hoppings, which keep time reversal, but no threefold rotation.

With rotation alone, the largest slope at K among all bands was $6\times10^{-12}$, which is numerical zero. The valleys were inequivalent: in every model some band differed between K and −K by at least 0.80. At M, the steepest band of each model had a slope of at least 0.52.

With time reversal alone the roles were exchanged. The steepest band at K had a slope of at least 0.17 in each model, the slopes at K and −K cancelled, and the largest slope at M was $4\times10^{-12}$.

Finally, in one rotation-symmetric model I shifted an orbital energy until two levels met at K. The velocity element predicts a cone slope of 0.8596, and twelve directions around K gave 0.8596.

**Q.** Zero slope is not yet a mass. Could K be a saddle?

**A.** Not an ordinary one. Write the expansion in $q_+$ and $q_-$. Rotation multiplies them by $\omega$ and $\omega^{-1}$, and a term survives if its total factor is 1. The linear terms fail. Of the quadratic terms, $q_+^2$ and $q_-^2$ acquire $\omega^2$ and $\omega^{-2}$ and fail, while $q_+q_-=q^2$ survives. At third order $q_+^3$ and $q_-^3$ survive, but $q_+^2q_-$ and $q_+q_-^2$ do not. Hence

$$E=E(\mathbf K)+Aq^2+Bq^3\cos(3\theta+\varphi)+O(q^4),$$

where $\theta$ is the direction of $\mathbf q$. If $A\neq0$, K is a local minimum or maximum with one mass for all directions. If $A=0$ and $B\ne0$, the surface has three rising and three falling sectors: still stationary, but no extremum. Symmetry does not say whether K is the lowest point of the whole zone.

**Q.** Can you put numbers on this for my channel?

**A.** A two-orbital honeycomb model will serve as a stand-in for the conduction valley. It has the right rotation symmetry, but it is not a computed band structure of MoS2. The rough parameters are $a=0.32$ nm, hopping $t=1.3$ eV and gap $\Delta=1.7$ eV. The orbitals have energies $\pm\Delta/2$ and are coupled by $tf$, where

$$f=1+e^{-i\mathbf k\cdot\mathbf a_1}+e^{-i\mathbf k\cdot\mathbf a_2},\qquad E_c=\sqrt{\Delta^2/4+t^2|f|^2}.$$

Multiplying out gives $|f|^2=3+2\sum_i\cos(\mathbf k\cdot\mathbf b_i)$, where the three vectors $\mathbf b_i$ have length $a$ and directions 0°, 120° and 240°. At K every cosine is $-\tfrac12$ and every sine is $-\tfrac{\sqrt3}{2}$. With $x_i=\mathbf q\cdot\mathbf b_i$,

$$\cos(\mathbf K\cdot\mathbf b_i+x_i)\approx-\tfrac12+\tfrac{\sqrt3}{2}x_i+\tfrac14x_i^2-\tfrac{\sqrt3}{12}x_i^3 .$$

The sums over the three directions are $\sum x_i=0$, $\sum x_i^2=\tfrac32a^2q^2$ and $\sum x_i^3=\tfrac34a^3q^3\cos3\theta$. The first is the vanishing slope. The others give

$$|f|^2\approx\tfrac34a^2q^2\left(1-\frac{aq}{2\sqrt3}\cos3\theta\right).$$

For $t|f|\ll\Delta$ the square root becomes $\Delta/2+t^2|f|^2/\Delta$. To second order in $q$,

$$E_c\approx\frac\Delta2+cq^2,\qquad c=\frac{(\hbar v)^2}{\Delta},\qquad \hbar v=\frac{\sqrt3}{2}at .$$

Numerically $\hbar v=0.866\times0.32\times1.3=0.360$ eV nm and $c=0.0763$ eV nm². Since $c=\hbar^2/2m$, and a free electron has 0.0381 eV nm², the mass is $m=0.0381/0.0763=0.50\,m_0$. The curvature of the full model band agrees.

**Q.** My samples are strained. What happens when the rotation is broken?

**A.** As a simple stand-in for strain, strengthen the hopping along one of the three bonds by a fraction $\delta$, with the lattice vectors held fixed. Here $\delta$ is a change of hopping, not of bond length, so it is not the strain itself. Time reversal survives. Now $f=\delta+f_0$, where $f_0$ is the old sum. To first order near K,

$$\mathrm{Re}f_0=\tfrac{\sqrt3}{2}a\,\mathbf n\cdot\mathbf q,\quad \mathrm{Im}f_0=\tfrac{\sqrt3}{2}a\,\mathbf n'\cdot\mathbf q,$$

with perpendicular unit vectors $\mathbf n=(\tfrac12,-\tfrac{\sqrt3}{2})$ and $\mathbf n'=(\tfrac{\sqrt3}{2},\tfrac12)$. From $|f|^2=\delta^2+2\delta\,\mathrm{Re}f_0+|f_0|^2$, the gradient of $|f|^2$ at K is $\sqrt3a\delta\,\mathbf n$. Differentiating the square root then gives

$$\nabla E_c(\mathbf K)=\frac{t^2}{2E_K}\sqrt3a\delta\,\mathbf n,\qquad E_K=\sqrt{\Delta^2/4+t^2\delta^2}.$$

For $\delta=0.03$ the slope is 0.0165 eV nm. Divided by $\hbar$, it is a speed of $2.5\times10^6$ cm/s. At −K the slope is the exact opposite, as time reversal requires.

The lowest possible $E_c$ is $\Delta/2$, reached where $f=0$. To first order this means $\mathbf n'\cdot\mathbf q=0$ and $\mathbf n\cdot\mathbf q=-2\delta/(\sqrt3a)$, a shift of 0.108 nm⁻¹. Minimizing the full band gives a shift of (−0.054, 0.094) nm⁻¹ near K and the reverse near −K. The point K now lies 0.89 meV above the minimum, close to $t^2\delta^2/\Delta$. The moved minimum no longer has one mass for all directions: its two principal masses are 0.47 and 0.51 $m_0$.

**Q.** Does that slope drive a current at zero bias?

**A.** No. The equilibrium occupation $F(E)$ depends on energy alone, so $F(E)\nabla E$ is the gradient of some function of $E$. Its integral over a valley reduces to a boundary term, which is negligible when the states at the boundary are empty. The electrons gather around the moved minimum, where the slope is again zero.

**Q.** MoS2 also has strong spin-orbit coupling. Does this spoil the argument?

**A.** Where it lifts the spin degeneracy, the argument applies to each split band. In the free layer the mirror plane also keeps the out-of-plane spin a good quantum number, so each spin can be treated as a separate problem. I added a valence splitting of 150 meV, a rough value, with opposite sign in the two valleys. The valence energy of one spin then differs by 150 meV between K and −K, but both spin bands remain stationary at K. In this model the conduction edge does not move, so its two spin states are still degenerate at K. They have different rotation phases, and rotation alone would allow a cone; none appears because the model does not couple the two spins. The gap in $c$ becomes 1.625 eV for one spin and 1.775 eV for the other, so the masses at K are 0.48 and 0.52 $m_0$.

**Q.** How good is the single-mass picture in a working channel?

**A.** Take 300 K and $5\times10^{12}$ cm⁻². At $kT=25.9$ meV the parabola gives $q=\sqrt{kT/c}=0.58$ nm⁻¹. The warping formula gives $0.32\times0.582/3.46=5.4$ percent of the kinetic energy. The full band has 24.1 meV at $\theta=0$ and 26.8 meV at 180°, or 5.2 percent of $kT$ either side of their mean. Averaged over angle, the band lies 1.7 percent of $kT$ below the parabola. The size of the warping depends on the model: a three-band tight-binding fit to MoS2 gives about half of it, with a similar angular average.

Each spin and valley holds $q^2/4\pi$ states per area below energy $cq^2$, hence $1/(4\pi c)$ per unit energy. Four such pockets filled by the Fermi function give

$$n=\frac{kT}{\pi c}\ln\left(1+e^{\mu/kT}\right),$$

with prefactor $1.08\times10^{13}$ cm⁻². The Fermi level $\mu$ is then 14 meV below the band edge, and the mean energy is $1.12\,kT$, so the gas is slightly degenerate. At the same Fermi level the full band holds 4.5 percent more electrons than the parabola.

**Q.** And how does the model compare with the real material?

**A.** The lattice constant, mass and density are of the usual size for an n-type MoS2 channel. The gap is too small for a transport gap: values assigned to charge transport are usually above 2 eV and depend on the surroundings. At fixed $a$ and $t$ the model mass grows in proportion to the gap, so a gap of 2.1 eV would give $0.62\,m_0$ instead of $0.50\,m_0$. A conduction spin splitting of roughly 3 meV, left out here, is 0.12 $kT$. The six higher Q valleys, if 0.2 eV up with the same mass and two spins each, hold 0.17 percent as many electrons as the two K valleys. That estimate is fragile: an offset of 0.1 eV would multiply it by about $e^{100/25.9}\approx48$.

Real devices break the rotation through uniaxial strain or a substrate of lower symmetry. For the 3 percent change in one hopping, K rises above the minimum by $0.89/25.9$, about 3 percent of $kT$. This rise grows as the square of the change, so larger strains need their own estimate. The model keeps the band edge fixed at $\Delta/2$, whereas real strain also moves the edge and the offset of the Q valleys. A uniform gate field along the normal is unchanged by the rotation, so it leaves K stationary as long as the band stays nondegenerate. It does break the mirror plane and allows a Rashba coupling $\alpha_R$ between the spins. With no conduction splitting, as in the model above, this gives a cone of slope $\alpha_R$. With a splitting of 3 meV, K stays stationary, but $c$ of the lower band drops by $\alpha_R^2/(3\text{ meV})$, which is negligible only for $\alpha_R$ well below 0.015 eV nm. The remaining figures are in the numerical output.

## Computed results

```
GENERAL MODELS (a = 1, arbitrary energy units)
number of random models of each kind: 20
det(1 - R): 3.000
rotation only: largest slope at K: 6.2e-12
rotation only: smallest of the models' top slopes at M: 0.520
rotation only: smallest top K/-K energy difference: 0.808
rotation only: largest Hessian anisotropy at K: 7.9e-10
time reversal only: smallest of top slopes at K: 0.175
time reversal only: largest slope sum K and -K: 0.0e+00
time reversal only: largest slope at M: 4.4e-12
largest diagonal velocity element at K: 7.4e-13
forced degeneracy: cone slope predicted: 0.8596
forced degeneracy: cone slope min, max: 0.8596, 0.8596
MOS2-LIKE CHANNEL MODEL (rough round parameters)
a = 0.32 nm, t = 1.3 eV, gap = 1.7 eV, T = 300 K
|K|: 13.090 nm^-1
hbar v: 0.3603 eV nm
c = hbar^2/2m: 0.07635 eV nm^2
hbar^2/2m0 for a free electron: 0.03810 eV nm^2
mass, formula and band curvature: 0.4990, 0.4990 m0
slope at K: 0.0e+00 eV nm
slope at K + 0.5 nm^-1 along x: 0.0694 eV nm
ONE BOND STRONGER, TIME REVERSAL KEPT
delta: 3.0 percent
slope at K, formula: 0.01651 eV nm
slope vector at K: (0.00826, -0.01430) eV nm
slope vector at -K: (-0.00826, 0.01430) eV nm
speed at K: 2.509e+06 cm/s
shift of minimum, linear formula: 0.1083 nm^-1
shift near K: (-0.0544, 0.0942) nm^-1
shift near -K: (0.0544, -0.0942) nm^-1
energy of K above moved minimum: 0.894 meV
SIZE OF NEGLECTED EFFECTS
kT: 25.85 meV; thermal q: 0.5819 nm^-1
energy at thermal q, theta 0 and 180 deg: 24.07, 26.76 meV
warping, formula and band: 5.38, 5.21 percent
angle-averaged nonparabolic shift: -1.69 percent
sheet density: 5.0e+12 cm^-2
thermal density kT/(pi c): 1.078e+13 cm^-2
Fermi level from band edge: -13.63 meV
mean energy / kT (1 if nondegenerate): 1.1220
density change, full band vs parabola: 4.52 percent
mesh-doubling shift of that density: 7.1e-04 percent
valence spin splitting, input: 150 meV
valence K/-K difference for one spin: 150.0 meV
conduction masses at K, spin up, down: 0.4770, 0.5210 m0
conduction spin splitting, rough: 3 meV
conduction spin splitting / kT: 0.116
Q valley offset, rough: 0.2 eV
Q/K electron ratio (6 and 2 valleys, same mass): 1.67e-03
```
